# One-photon exchange in the 1s² state: two derivations: verification in Python

```python
"""One-photon exchange energy of the 1s^2 (J=0) state, Dirac-Coulomb orbitals.

Result under test, in hartree:
  E = (Z/g)(1-T) + 2 Z (Z a)^2 [(2g+1)-(6g+1)T] / [3 g (2g-1)]
    = Z [5/8 + (1 - (3/4) ln 2)(Z a)^2 + O((Z a)^4)]
Z: charge of a fixed point nucleus; a: fine-structure constant;
g = sqrt(1-(Z a)^2); T = Gamma(2g+1/2)/(sqrt(pi) Gamma(2g+1)).
The first term is the Coulomb part, the second the magnetic part.
Retardation is absent: the orbitals are degenerate and their currents
are free of divergence. Atomic units, speed of light c = 1/a.
"""
import numpy as np
import mpmath as mp
from scipy.constants import fine_structure, physical_constants
from scipy.special import gamma as gamma_function

mp.mp.dps = 40
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
C = 1.0 / fine_structure

# Dirac matrices: identity followed by alpha_x, alpha_y, alpha_z
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
ZERO2 = np.zeros((2, 2))
ALPHA = np.array([np.block([[ZERO2, s], [s, ZERO2]]) for s in PAULI])
BETA = np.diag([1.0, 1.0, -1.0, -1.0])
VERTEX = np.concatenate([np.eye(4)[None], ALPHA])


def radial_density(r, Z):
    g = np.sqrt(1 - (Z * fine_structure) ** 2)
    return ((2 * Z) ** (2 * g + 1) * r ** (2 * g) * np.exp(-2 * Z * r)
            / gamma_function(2 * g + 1))


def spinors(points, Z):
    """Both 1s spinors (up, down) at Cartesian points; shape (2, ..., 4)."""
    za = Z * fine_structure
    t = (1 - np.sqrt(1 - za ** 2)) / za
    r = np.linalg.norm(points, axis=-1)
    nx, ny, nz = np.moveaxis(points / r[..., None], -1, 0)
    large = np.sqrt(radial_density(r, Z) / (4 * np.pi * (1 + t * t))) / r
    one, zero = np.ones_like(r), np.zeros_like(r)
    up = np.stack([one, zero, 1j * t * nz, 1j * t * (nx + 1j * ny)], -1)
    down = np.stack([zero, one, 1j * t * (nx - 1j * ny), -1j * t * nz], -1)
    return np.stack([up, down]) * large[..., None]


def four_currents(points, Z):
    """phi_a^dagger (1, alpha) phi_b at the points; shape (2, 2, 4, ...)."""
    s = spinors(points, Z)
    acted = np.einsum("mij,b...j->bm...i", VERTEX, s, optimize=True)
    return np.einsum("a...i,bm...i->abm...", s.conj(), acted)


def sphere_grid(n_theta, n_phi):
    x, w = np.polynomial.legendre.leggauss(n_theta)
    phi = 2 * np.pi * (np.arange(n_phi) + 0.5) / n_phi
    ct, ph = [v.ravel() for v in np.meshgrid(x, phi, indexing="ij")]
    st = np.sqrt(1 - ct ** 2)
    dirs = np.stack([st * np.cos(ph), st * np.sin(ph), ct], -1)
    return dirs, np.repeat(w, n_phi) * 2 * np.pi / n_phi


def dirac_check(Z):
    """Local energies of both spinors and largest scaled residual."""
    pts = np.array([[0.5, 0.3, -0.7], [-0.4, 1.1, 0.6], [0.9, -0.8, 1.3]]) / Z
    h = 1e-3 / Z
    phi = spinors(pts, Z)
    r = np.linalg.norm(pts, axis=-1)
    h_phi = C ** 2 * phi @ BETA - (Z / r)[None, :, None] * phi
    for k in range(3):
        d = np.zeros(3)
        d[k] = h
        slope = (8 * (spinors(pts + d, Z) - spinors(pts - d, Z))
                 - spinors(pts + 2 * d, Z) + spinors(pts - 2 * d, Z)) / (12 * h)
        h_phi = h_phi - 1j * C * np.einsum("ij,spj->spi", ALPHA[k], slope)
    norm2 = np.sum(abs(phi) ** 2, axis=-1)
    energy = np.sum(phi.conj() * h_phi, axis=-1).real / norm2
    exact = C ** 2 * np.sqrt(1 - (Z * fine_structure) ** 2)
    residual = np.linalg.norm(h_phi - exact * phi, axis=-1) / np.sqrt(norm2)
    return energy, residual.max() / Z ** 2


def exchange_by_quadrature(Z):
    """Coulomb direct, Coulomb exchange, magnetic direct, magnetic exchange.

    Explicit spinors, multipoles 0 to 3 of 1/r12, outer radius R and
    inner radius u R with 0 < u < 1, both orderings of the electrons."""
    x, w = np.polynomial.legendre.leggauss(80)
    r_max = 45 / (2 * Z)
    R, wR = (x + 1) * r_max / 2, w * r_max / 2
    x, w = np.polynomial.legendre.leggauss(40)
    u, wu = (x + 1) / 2, w / 2
    dirs, wd = sphere_grid(6, 8)
    outer = four_currents(R[:, None, None] * dirs, Z)
    inner = four_currents(R[:, None, None, None] * u[:, None, None] * dirs, Z)
    cosines = dirs @ dirs.T
    parts = np.zeros((2, 4), dtype=complex)
    for l in range(4):
        kernel = np.polynomial.legendre.legval(cosines, np.eye(4)[l])
        kernel = kernel * wd[:, None] * wd[None, :]
        potential = outer @ kernel.T
        charge = np.einsum("abmRun,u->abmRn", inner, wu * u ** (l + 2))
        weight = wR * R ** 4

        def pair(a, b, c, d):
            return np.einsum("mRn,mRn,R->m", charge[a, b], potential[c, d],
                             weight)
        parts[0] += pair(0, 0, 1, 1) + pair(1, 1, 0, 0)
        parts[1] -= pair(0, 1, 1, 0) + pair(1, 0, 0, 1)
    assert np.max(abs(parts.imag)) < 1e-9 * Z
    parts = parts.real
    return np.array([parts[0, 0], parts[1, 0],
                     -parts[0, 1:].sum(), -parts[1, 1:].sum()])


def shell_pair(Z, r1, r2):
    """Magnetic energy density of two shells with the full 1/r12.

    Returns the Feynman-gauge value, then the two pieces whose sum is the
    change made by going over to the static Coulomb-gauge operator."""
    dirs, wd = sphere_grid(20, 40)
    j1 = four_currents(r1 * dirs, Z)[:, :, 1:] * wd * r1 ** 2
    j2 = four_currents(r2 * dirs, Z)[:, :, 1:] * wd * r2 ** 2
    sep = r1 * dirs[:, None, :] - r2 * dirs[None, :, :]
    dist = np.linalg.norm(sep, axis=-1)
    unit = sep / dist[..., None]
    scalar = np.zeros(2, dtype=complex)
    for sign, (a, b, c, d) in ((1, (0, 0, 1, 1)), (-1, (0, 1, 1, 0))):
        left, right = j1[a, b], j2[c, d]
        dot = np.sum((left @ (1 / dist)) * right)
        along = np.sum(np.einsum("ip,pqi->pq", left, unit)
                       * np.einsum("iq,pqi->pq", right, unit) / dist)
        scalar += sign * np.array([dot, along])
    dot, along = scalar.real
    return -dot, dot / 2, -along / 2


def closed_form(x):
    """T, <1/r_>>/Z, <r_</r_>^2>/Z, Coulomb/Z, magnetic/Z for x=(Z a)^2."""
    g = mp.sqrt(1 - x)
    T = mp.gamma(2 * g + 0.5) / (mp.sqrt(mp.pi) * mp.gamma(2 * g + 1))
    inv = (1 - T) / g
    ratio = ((2 * g + 1) - (6 * g + 1) * T) / (g * (2 * g - 1))
    return T, inv, ratio, inv, 2 * x * ratio / 3


# Orbitals: Dirac equation and degeneracy of the two spin states
Z_MAIN = 50
for Z in (20, 50, 80):
    energies, residual = dirac_check(Z)
    assert residual < 1e-7
    assert np.ptp(energies) < 1e-7 * Z ** 2
    if Z == Z_MAIN:
        main_energy = energies.mean() - C ** 2
        main_split = abs(energies[0] - energies[1]).max()

# Coulomb-gauge change vanishes; dipole formula holds shell by shell
for Z in (20, 50, 80):
    for s1, s2 in ((0.5, 1.0), (1.6, 0.7)):
        r1, r2 = s1 / Z, s2 / Z
        feynman, piece_dot, piece_along = shell_pair(Z, r1, r2)
        lo, hi = min(r1, r2), max(r1, r2)
        expected = (2 / 3 * (Z * fine_structure) ** 2 * radial_density(r1, Z)
                    * radial_density(r2, Z) * lo / hi ** 2)
        assert abs(feynman / expected - 1) < 1e-8
        assert abs(piece_dot) > 0.4 * abs(feynman)
        assert abs(piece_dot + piece_along) < 1e-8 * abs(feynman)
        if Z == Z_MAIN and s1 == 0.5:
            main_shell = (piece_dot / feynman, piece_along / feynman,
                          abs(piece_dot + piece_along) / abs(feynman))

# Series coefficients from numerical differentiation of the closed form
coulomb_series = mp.taylor(lambda x: closed_form(x)[3], 0, 2)
magnetic_series = mp.taylor(lambda x: closed_form(x)[4], 0, 2)
c0, c1, c2 = [float(p + q) for p, q in zip(coulomb_series, magnetic_series)]
assert abs(coulomb_series[1] - 0.75 * (1 - mp.log(2))) < 1e-10
assert abs(magnetic_series[1] - 0.25) < 1e-10
assert abs(c0 - 5 / 8) < 1e-12
assert abs(c1 - (1 - 0.75 * np.log(2))) < 1e-10

# Closed form against quadrature over explicit spinors
table = []
for Z in (10, 20, 50, 80):
    x = (Z * fine_structure) ** 2
    parts = exchange_by_quadrature(Z)
    T, inv, ratio, coulomb, magnetic = [float(v) for v in closed_form(x)]
    assert abs(parts[0] / (Z * coulomb) - 1) < 1e-7
    assert abs(parts[1]) < 1e-9 * Z
    assert abs(parts[2:].sum() / (Z * magnetic) - 1) < 1e-7
    assert abs(parts[3] / parts[2] - 2) < 1e-7
    exact = Z * (coulomb + magnetic)
    expansion = Z * (5 / 8 + (1 - 0.75 * np.log(2)) * x)
    table.append((Z, Z * 5 / 8, expansion, exact, parts.sum()))
    if Z == 10:
        assert abs((exact - expansion) / (Z * x * x * c2) - 1) < 0.05
    if Z == Z_MAIN:
        main = (x, T, Z * inv, Z * ratio, Z * coulomb, Z * magnetic,
                exact, expansion, parts)

x, T, inv, ratio, coulomb, magnetic, exact, expansion, parts = main
print(f"fine-structure constant: {fine_structure:.9f}")
print(f"1 hartree in eV: {HARTREE_EV:.6f}")
print("Series coefficients of E/Z in powers of (Z alpha)^2, hartree:")
print(f"  order 0, total: {c0:.6f}")
print(f"  order 1, Coulomb: {float(coulomb_series[1]):.6f}")
print(f"  order 1, magnetic: {float(magnetic_series[1]):.6f}")
print(f"  order 1, total: {c1:.6f}")
print(f"  order 2, total: {c2:.6f}")
print(f"Worked example, Z = {Z_MAIN}")
print(f"  Z alpha: {np.sqrt(x):.6f}")
print(f"  (Z alpha)^2: {x:.6f}")
print(f"  gamma: {np.sqrt(1 - x):.6f}")
print(f"  T: {T:.6f}")
print(f"  1s energy without rest energy: {main_energy:.4f} hartree")
print(f"  up-down energy difference, numerical: {main_split:.1e} hartree")
print(f"  <1/r_greater>: {inv:.6f} bohr^-1")
print(f"  <r_less/r_greater^2>: {ratio:.6f} bohr^-1")
print(f"  Coulomb part, closed form: {coulomb:.6f} hartree")
print(f"  magnetic part, closed form: {magnetic:.6f} hartree")
print(f"  Coulomb direct, quadrature: {parts[0]:.6f} hartree")
print(f"  Coulomb exchange, quadrature, size: {abs(parts[1]):.1e} hartree")
print(f"  magnetic direct, quadrature: {parts[2]:.6f} hartree")
print(f"  magnetic exchange, quadrature: {parts[3]:.6f} hartree")
print(f"  total, closed form: {exact:.6f} hartree")
print(f"  total, closed form: {exact * HARTREE_EV:.3f} eV")
print(f"  total, two-term expansion: {expansion:.6f} hartree")
print(f"  total, two-term expansion: {expansion * HARTREE_EV:.3f} eV")
print("Coulomb-gauge change on shells r = 0.5/Z and 1/Z (Z = 50),")
print("as fractions of the Feynman-gauge magnetic value:")
print(f"  alpha1.alpha2 piece: {main_shell[0]:.6f}")
print(f"  (alpha1.n)(alpha2.n) piece: {main_shell[1]:.6f}")
print(f"  size of their sum: {main_shell[2]:.1e}")
print("Z, 5Z/8, expansion, closed form, quadrature (hartree), error (%)")
for Z, leading, approx, full, quad in table:
    print(f"  {Z:2d} {leading:10.5f} {approx:10.5f} {full:10.5f} {quad:10.5f}"
          f" {100 * (approx / full - 1):9.4f}")
print("all tests passed")
```

It prints:

```
fine-structure constant: 0.007297353
1 hartree in eV: 27.211386
Series coefficients of E/Z in powers of (Z alpha)^2, hartree:
  order 0, total: 0.625000
  order 1, Coulomb: 0.230140
  order 1, magnetic: 0.250000
  order 1, total: 0.480140
  order 2, total: 0.219653
Worked example, Z = 50
  Z alpha: 0.364868
  (Z alpha)^2: 0.133128
  gamma: 0.931059
  T: 0.386895
  1s energy without rest energy: -1294.6261 hartree
  up-down energy difference, numerical: 0.0e+00 hartree
  <1/r_greater>: 32.925132 bohr^-1
  <r_less/r_greater^2>: 19.552590 bohr^-1
  Coulomb part, closed form: 32.925132 hartree
  magnetic part, closed form: 1.735336 hartree
  Coulomb direct, quadrature: 32.925132 hartree
  Coulomb exchange, quadrature, size: 0.0e+00 hartree
  magnetic direct, quadrature: 0.578445 hartree
  magnetic exchange, quadrature: 1.156891 hartree
  total, closed form: 34.660469 hartree
  total, closed form: 943.159 eV
  total, two-term expansion: 34.446011 hartree
  total, two-term expansion: 937.324 eV
Coulomb-gauge change on shells r = 0.5/Z and 1/Z (Z = 50),
as fractions of the Feynman-gauge magnetic value:
  alpha1.alpha2 piece: -0.500000
  (alpha1.n)(alpha2.n) piece: 0.500000
  size of their sum: 1.2e-12
Z, 5Z/8, expansion, closed form, quadrature (hartree), error (%)
  10    6.25000    6.27557    6.27563    6.27563   -0.0010
  20   12.50000   12.70454   12.70657   12.70657   -0.0159
  50   31.25000   34.44601   34.66047   34.66047   -0.6187
  80   50.00000   63.09086   65.78223   65.78223   -4.0913
all tests passed
```
